# Hydrogen shell in weak electric and magnetic fields at any angle, part 1

(Sections cited here and not found follow in the second part.)

## Problem

An electron of charge $-1$ moves around a fixed proton at the origin. Hartree atomic units are used ($\hbar=m_e=e=4\pi\varepsilon_0=1$), and spin and relativity are left out. Uniform static fields $\mathbf F$ (electric) and $\mathbf B$ (magnetic) enclose an angle $\theta$. The field-free Hamiltonian is $H_0=p^2/2-1/r$. Its bound states are taken as known: shell $n$ has energy $E_n=-1/(2n^2)$ and contains $\sum_{l=0}^{n-1}(2l+1)=n^2$ states, each a polynomial in $x,y,z,r$ times $e^{-r/n}$. The projector on the shell is $P$. Repeated indices are summed, and

$$\mathbf u=\frac{\mathbf r}{r},\qquad D=\mathbf r\cdot\mathbf p,\qquad \mathbf M=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p),\qquad \mathbf A=\mathbf M-\mathbf u ,$$

where $\mathbf A$ is the Runge-Lenz vector.

(a) Write the Hamiltonian in the symmetric gauge and find the operator whose eigenvalues are the shifts of first order in the fields.

(b) Show that $\mathbf A$ is conserved, and find $[L_i,A_j]$, $[A_i,A_j]$, $\mathbf L\cdot\mathbf A$ and $A^2$.

(c) Express $P\mathbf rP$ through $\mathbf A$, and evaluate both sides between $2s$ and $2p_0$.

(d) Build two commuting angular momenta on the shell and find their quantum numbers.

(e) Show that to first order in the fields

$$E=E_n+m_1w_1+m_2w_2,\qquad w_{1,2}=\left|\tfrac12\mathbf B\pm\tfrac32 n\mathbf F\right| ,$$

give the range of $m_1,m_2$, and find $\langle\mathbf L\rangle$ and $\langle\mathbf r\rangle$ in a nondegenerate level.

(f) Evaluate the result for $n=3$, $B=2\times10^{-5}$, $F=3\times10^{-6}$, $\theta=60^\circ$, and assess what has been neglected.

## Hints

1. For charge $-1$ the kinetic momentum is $\mathbf p+\mathbf a$ with $\mathbf a=\mathbf B\times\mathbf r/2$. Sort the terms by their order in the fields.
2. Write $M_i$ with all $p$ to the right of all $x$. The commutator of $p^2$ with a function of position then does most of the work in (b).
3. For $[M_i,M_j]$ compute $[M_i,p_a]$ and $[M_i,L_b]$ first. In $[M_i,u_j]-[M_j,u_i]$ only terms antisymmetric in $i,j$ survive.
4. A commutator $[H_0,O]$ has no matrix elements inside one shell. Try $O=x_i$, $x_iD$ and $r^2p_i$, and remove $x_ip^2$ with $p^2=2H_0+2/r$.
5. Rescale $\mathbf A$ so that its commutator returns $\mathbf L$ with coefficient $i$, then take half the difference and half the sum with $\mathbf L$. Compare dimensions.
6. Two commuting angular momenta may be quantized along two different axes.

## Solution

### (a) The operator to be diagonalized

The potentials are $\phi=-\mathbf F\cdot\mathbf r$ and $\mathbf a=\tfrac12\mathbf B\times\mathbf r$. A charge $q=-1$ has potential energy $q\phi=+\mathbf F\cdot\mathbf r$ and kinetic momentum $\mathbf p-q\mathbf a=\mathbf p+\mathbf a$. The rule $[p_i,f]=-i\,\partial_if$ for a function $f(\mathbf r)$ gives $\mathbf p\cdot\mathbf a=\mathbf a\cdot\mathbf p-i\nabla\cdot\mathbf a$. The divergence $\tfrac12\epsilon_{ijk}B_j\partial_ix_k=\tfrac12\epsilon_{iji}B_j$ vanishes. Further, $\mathbf a\cdot\mathbf p=\tfrac12\epsilon_{ijk}B_jx_kp_i=\tfrac12B_j\epsilon_{jki}x_kp_i=\tfrac12\mathbf B\cdot\mathbf L$. Hence $\tfrac12(\mathbf p+\mathbf a)^2=\tfrac12p^2+\mathbf a\cdot\mathbf p+\tfrac12a^2$ yields

$$H=H_0+V+\tfrac18(\mathbf B\times\mathbf r)^2,\qquad V=\tfrac12\mathbf B\cdot\mathbf L+\mathbf F\cdot\mathbf r. \tag{1}$$

Let $W=H-H_0$ and $Q=1-P$. Since $P$ commutes with $H_0$, the equation $H\psi=E\psi$ splits into

$$(E-E_n)P\psi=PWP\psi+PWQ\psi,\qquad (E-H_0-QWQ)\,Q\psi=QWP\psi .$$

For $E$ near $E_n$ the operator $E-H_0$ is bounded away from zero on the range of $Q$ by the gap to the nearest shell. So $Q\psi$ is of first order in the fields, and $PWQ\psi$ is of second order. The diamagnetic term in (1) is also of second order. To first order the shifts $E-E_n$ are therefore the eigenvalues of the $n^2\times n^2$ matrix $PVP$.

The expansion is formal in one respect. The term $\mathbf F\cdot\mathbf r$ is unbounded below, so when the electron can escape along the field the levels are resonances. The treatment assumes fields weak enough that their widths play no role.

### (b) The algebra of $\mathbf L$ and $\mathbf A$

**Tools.** From $[x_i,p_j]=i\delta_{ij}$ and $L_i=\epsilon_{iab}x_ap_b$,

$$[L_i,x_j]=\epsilon_{iab}x_a(-i\delta_{bj})=i\epsilon_{ijk}x_k,\qquad [L_i,p_j]=\epsilon_{iab}(i\delta_{aj})p_b=i\epsilon_{ijk}p_k .$$

An operator triple obeying $[L_i,v_j]=i\epsilon_{ijk}v_k$ is called a vector; $\mathbf L$ itself is one. A dot product of vectors commutes with $\mathbf L$, because $i\epsilon_{ijk}(a_kb_j+a_jb_k)$ contracts an antisymmetric symbol with an expression symmetric in $j,k$. A function of $r$ commutes with $\mathbf L$, because $\epsilon_{iab}x_a\,x_b\,f'/r=0$. So $p^2$, $D$, $1/r$ and $H_0$ are scalars, and a scalar times a vector is a vector. For functions of position,

$$[D,f]=-i\,\mathbf r\cdot\nabla f,\qquad [p^2,f]=-i\big(p_j\,\partial_jf+\partial_jf\,p_j\big)=-2i(\partial_jf)p_j-\nabla^2f, \tag{2}$$

where the last step moves $p_j$ through the function $\partial_jf$. Also $[D,p_i]=[x_j,p_i]p_j=ip_i$ and $\mathbf p\cdot\mathbf r=D-3i$. The rates of change under $H_0$ follow. Equation (2) with $f=x_i$ gives $[p^2,x_i]=-2ip_i$, and $[-1/r,p_i]=i\,\partial_i(-1/r)=ix_i/r^3$, so

$$i[H_0,x_i]=p_i,\qquad i[H_0,p_i]=-\frac{x_i}{r^3},\qquad i[H_0,D]=p_jp_j-x_j\frac{x_j}{r^3}=p^2-\frac1r. \tag{3}$$

**Ordered form.** With $\epsilon_{ijk}\epsilon_{klm}=\delta_{il}\delta_{jm}-\delta_{im}\delta_{jl}$ and $p_jx_i=x_ip_j-i\delta_{ij}$,

$$(\mathbf p\times\mathbf L)_i=p_jx_ip_j-p_jx_jp_i=x_ip^2-ip_i-(D-3i)p_i=x_ip^2-Dp_i+2ip_i .$$

Commuting $L_j$ past $p_k$ and using $\epsilon_{ijk}\epsilon_{jkl}=2\delta_{il}$,

$$(\mathbf L\times\mathbf p)_i=\epsilon_{ijk}\big(p_kL_j+i\epsilon_{jkl}p_l\big)=-(\mathbf p\times\mathbf L)_i+2ip_i .$$

Three forms of $\mathbf M$ result:

$$\mathbf M=\mathbf p\times\mathbf L-i\mathbf p=-\mathbf L\times\mathbf p+i\mathbf p,\qquad M_i=x_ip^2-Dp_i+ip_i. \tag{4}$$

The adjoint of $\epsilon_{ijk}p_jL_k$ is $\epsilon_{ijk}L_kp_j=-(\mathbf L\times\mathbf p)_i$, so $\mathbf M$ and $\mathbf A$ are formally self-adjoint. Every term of $M_i$ and $u_i$ is a scalar times a vector, which gives at once

$$[L_i,A_j]=i\epsilon_{ijk}A_k,\qquad [L_i,M_j]=i\epsilon_{ijk}M_k. \tag{5}$$

**Conservation.** Since $[H_0,\mathbf L]=0$, the first form in (4) and (3) give $i[H_0,M_i]=-r^{-3}(\mathbf r\times\mathbf L)_i+ix_i/r^3$. The double cross product is $(\mathbf r\times\mathbf L)_i=x_jx_ip_j-x_jx_jp_i=x_iD-r^2p_i$, so

$$i[H_0,M_i]=\frac1r\,p_i-\frac{x_i}{r^3}D+\frac{ix_i}{r^3}.$$

For $u_i$ the derivatives are

$$\partial_ju_i=\frac{\delta_{ij}}{r}-\frac{x_ix_j}{r^3},\qquad \nabla^2u_i=-\frac{x_i}{r^3}-\left(\frac{x_i}{r^3}+\frac{3x_i}{r^3}-\frac{3x_i}{r^3}\right)=-\frac{2x_i}{r^3},$$

where the bracket is $\partial_j(x_ix_jr^{-3})$ taken factor by factor. Equation (2) then gives

$$[p^2,u_i]=-2i\left(\frac1r\,p_i-\frac{x_i}{r^3}D\right)+\frac{2x_i}{r^3}. \tag{6}$$

Multiplying by $i/2$ gives $i[H_0,u_i]=r^{-1}p_i-x_ir^{-3}D+ix_ir^{-3}$, which equals $i[H_0,M_i]$. Therefore $[H_0,A_i]=0$ as an identity of differential operators for $r\neq0$.

This makes $A_i\psi$ a solution of $(H_0-E_n)\chi=0$ away from the origin whenever $\psi$ lies in the shell. It is bounded at the origin: $x_ip^2\psi=2x_i(E_n+1/r)\psi$ is bounded, the gradient of $\psi$ is bounded, and the second derivatives in $Dp_i\psi$, at worst of order $1/r$, come with a factor $x_j$. The irregular radial solutions behave as $r^{-l-1}$ and are thus excluded, and $A_i\psi$ decays like $e^{-r/n}$. So $\mathbf A$ maps the shell into itself.

**The commutator $[M_i,M_j]$.** From the last form in (4), $[M_i,p_a]=[x_i,p_a]p^2-[D,p_a]p_i=i\delta_{ia}p^2-ip_ip_a$. From (5), $[M_i,L_b]=-i\epsilon_{bil}M_l=i\epsilon_{ibl}M_l$. Writing $M_j=\epsilon_{jab}p_aL_b-ip_j$,

$$[M_i,M_j]=\epsilon_{jab}[M_i,p_a]L_b+\epsilon_{jab}\,p_a[M_i,L_b]-i[M_i,p_j].$$

The first term is $i\epsilon_{jib}p^2L_b-ip_i(\mathbf p\times\mathbf L)_j=-i\epsilon_{ijk}p^2L_k-ip_iM_j+p_ip_j$, by $\mathbf p\times\mathbf L=\mathbf M+i\mathbf p$. In the second, $\epsilon_{jab}\epsilon_{ibl}=\epsilon_{bja}\epsilon_{bli}=\delta_{jl}\delta_{ai}-\delta_{ji}\delta_{al}$, which gives $ip_iM_j-i\delta_{ij}\,\mathbf p\cdot\mathbf M$. The third is $\delta_{ij}p^2-p_ip_j$. The terms $p_iM_j$ cancel and so do the terms $p_ip_j$. Because $\epsilon_{ijk}p_ip_jL_k=0$, one has $\mathbf p\cdot\mathbf M=-ip^2$, so $-i\,\mathbf p\cdot\mathbf M=-p^2$ cancels the $\delta_{ij}p^2$. What remains is

$$[M_i,M_j]=-i\epsilon_{ijk}\,p^2L_k .$$

**The mixed commutator.** Since $u_j$ is homogeneous of degree zero, $\mathbf r\cdot\nabla u_j=0$ and $[D,u_j]=0$. Then

$$[M_i,u_j]=x_i[p^2,u_j]-D[p_i,u_j]+i[p_i,u_j].$$

The function $[p_i,u_j]=-i\,\partial_iu_j$ is symmetric in $i,j$. In $x_i[p^2,u_j]$, by (6), the pieces with $x_ix_j$ are symmetric and only $-2i\,r^{-1}x_ip_j$ is not. Hence

$$[M_i,u_j]+[u_i,M_j]=[M_i,u_j]-[M_j,u_i]=-\frac{2i}{r}(x_ip_j-x_jp_i)=-\frac{2i}{r}\epsilon_{ijk}L_k .$$

With $[u_i,u_j]=0$,

$$[A_i,A_j]=-i\epsilon_{ijk}\left(p^2-\frac2r\right)L_k=-2i\epsilon_{ijk}H_0L_k. \tag{7}$$

**Orthogonality.** The products $\mathbf r\cdot\mathbf L=\epsilon_{ijk}x_ix_jp_k$ and $\mathbf L\cdot\mathbf p=\epsilon_{ijk}x_jp_kp_i$ vanish by antisymmetry, and $\mathbf L\cdot\mathbf r$ and $\mathbf p\cdot\mathbf L$ are their adjoints. Since $D$ commutes with $\mathbf L$, $\mathbf L\cdot\mathbf M=(\mathbf L\cdot\mathbf r)p^2-D\,\mathbf L\cdot\mathbf p+i\,\mathbf L\cdot\mathbf p=0$, and $\mathbf L\cdot\mathbf u=(\mathbf L\cdot\mathbf r)\,r^{-1}=0$. Thus $\mathbf L\cdot\mathbf A=0$, and the adjoint statement is $\mathbf A\cdot\mathbf L=0$.

**The square.** Use the second form of (4) on the left and the first on the right:

$$M^2=-(\mathbf L\times\mathbf p)\cdot(\mathbf p\times\mathbf L)+i(\mathbf L\times\mathbf p)\cdot\mathbf p+i\,\mathbf p\cdot(\mathbf p\times\mathbf L)+p^2 .$$

The two middle terms contain $\epsilon$ contracted with two adjacent $p$ and vanish. In the first, $\epsilon_{ijk}\epsilon_{iab}L_jp_kp_aL_b=(\mathbf L\cdot\mathbf p)(\mathbf p\cdot\mathbf L)-L_jp^2L_j=-p^2L^2$. So $M^2=p^2(L^2+1)$. Next, $\mathbf u\cdot\mathbf M=r^{-1}\epsilon_{ijk}x_ip_jL_k-ir^{-1}D=r^{-1}L^2-ir^{-1}D$. Its adjoint is $\mathbf M\cdot\mathbf u=r^{-1}L^2+i(D-3i)r^{-1}$. By (2), $Dr^{-1}=r^{-1}D+i/r$, so $i(D-3i)r^{-1}=ir^{-1}D-1/r+3/r$. The sum is $\mathbf u\cdot\mathbf M+\mathbf M\cdot\mathbf u=2(L^2+1)/r$, and with $u^2=1$,

$$A^2=\left(p^2-\frac2r\right)(L^2+1)+1=1+2H_0(L^2+1). \tag{8}$$

### (c) The position operator on the shell

Two more rates are needed. By the product rule, (3), and $p_iD=Dp_i-ip_i$,

$$C^{(1)}_i\equiv i[H_0,x_iD]=p_iD+x_i\left(p^2-\frac1r\right)=Dp_i-ip_i+x_ip^2-u_i .$$

With $i[H_0,r^2]=p_jx_j+x_jp_j=2D-3i$,

$$C^{(2)}_i\equiv i[H_0,r^2p_i]=(2D-3i)p_i-r^2\frac{x_i}{r^3}=2Dp_i-3ip_i-u_i .$$

The definition of $H_0$ gives $x_ip^2=2x_iH_0+2u_i$. Inserting it in $C^{(1)}_i$ and in $A_i=M_i-u_i$,

$$C^{(1)}_i=2x_iH_0+u_i+Dp_i-ip_i,\qquad A_i=2x_iH_0+u_i-Dp_i+ip_i .$$

The aim is to write $A_i=a\,x_iH_0+b\,C_i^{(1)}+c\,C_i^{(2)}+d\,ip_i$. Matching $u_i$ gives $b-c=1$ and matching $Dp_i$ gives $b+2c=-1$, so $c=-\tfrac23$ and $b=\tfrac13$. Matching $x_iH_0$ gives $a+2b=2$, so $a=\tfrac43$. Matching $ip_i$ gives $-b-3c+d=1$, so $d=-\tfrac23$. Since $p_i=i[H_0,x_i]$ is itself a commutator,

$$A_i=\tfrac43\,x_iH_0+i[H_0,O_i],\qquad O_i=\tfrac13x_iD-\tfrac23r^2p_i-\tfrac{2i}{3}x_i. \tag{9}$$

For shell states $\varphi,\psi$ put $\chi=O_i\psi$. Green's theorem moves $H_0$ from $\chi$ to $\varphi$ up to surface terms $\oint(\varphi^*\partial_r\chi-\chi\,\partial_r\varphi^*)\,dS$. At infinity they vanish by exponential decay. On a sphere of radius $\varepsilon$ around the nucleus the area is $4\pi\varepsilon^2$ while $\varphi$, $\chi$ and their gradients stay bounded, because every derivative in $O_i$ comes with two powers of the coordinates. So $\langle\varphi|H_0O_i\psi\rangle=E_n\langle\varphi|O_i\psi\rangle=\langle\varphi|O_iH_0\psi\rangle$, that is $P[H_0,O_i]P=0$. Equation (9) becomes $PA_iP=\tfrac43E_nPx_iP=-\tfrac{2}{3n^2}Px_iP$, or

$$P\mathbf rP=-\tfrac32n^2\,P\mathbf AP. \tag{10}$$

Equation (10) also shows that the shell matrices of $\mathbf A$ are Hermitian, since those of $\mathbf r$ are. Its classical form follows from the same steps with time averages in place of $P\cdots P$ and the ordering terms $ip_i$ absent. The vector $\mathbf A$ has the length of the eccentricity $e$ and points to the perihelion, $n^2$ is the semi-major axis $a$, and the mean position lies at $\tfrac32ae$ on the aphelion side, where the electron moves slowly.

For $n=2$ take $\psi_{2s}=N(2-r)e^{-r/2}$ and $\psi_{2p_0}=Nze^{-r/2}$ with $N^2=1/(32\pi)$. The angular average of $z^2$ is $r^2/3$, so

$$\langle2s|z|2p_0\rangle=\frac{1}{32\pi}\,\frac{4\pi}{3}\int_0^\infty(2-r)\,r^4e^{-r}dr=\frac{2\cdot4!-5!}{24}=-3 .$$

For the other side apply $A_z=zp^2-Dp_z+ip_z-z/r$ to $\psi=ze^{-r/2}$, dropping the common factor $e^{-r/2}$. The eigenvalue equation gives $zp^2\psi=2z(-\tfrac18+\tfrac1r)z=-z^2/4+2z^2/r$. The third term is $ip_z\psi=\partial_z\psi=1-z^2/2r$. The second is $-Dp_z\psi=+\mathbf r\cdot\nabla\,\partial_z\psi$; here $z^2/r$ has degree one and the exponential contributes a factor $-r/2$, which gives $-z^2/2r-r/2+z^2/4$. The last is $-z^2/r$. The terms $z^2/4$ cancel, the terms $z^2/r$ have coefficients $2-\tfrac12-\tfrac12-1=0$, and $1-r/2$ is left. So $A_z\psi_{2p_0}=\tfrac12\psi_{2s}$, and $-\tfrac32\cdot4\cdot\tfrac12=-3$ as (10) requires.

### (d) Two angular momenta

All operators are now restricted to the shell, which $\mathbf L$ and $\mathbf A$ preserve, and there $H_0=-1/(2n^2)$. Set $\mathbf K=n\mathbf A$. Equations (5), (7) and (8) become

$$[L_i,K_j]=i\epsilon_{ijk}K_k,\qquad [K_i,K_j]=i\epsilon_{ijk}L_k,\qquad K^2=n^2-L^2-1,$$

and $[K_i,L_j]=-i\epsilon_{jik}K_k=i\epsilon_{ijk}K_k$. These are the relations of SO(4). Define

$$\mathbf J_1=\tfrac12(\mathbf L-\mathbf K),\qquad \mathbf J_2=\tfrac12(\mathbf L+\mathbf K).$$

Expanding the four terms of each commutator, with the upper sign for $\mathbf J_1$,

$$[J_i,J_j]=\tfrac14\,i\epsilon_{ijk}\big(L_k\mp K_k\mp K_k+L_k\big)=i\epsilon_{ijk}J_k,$$

$$[J_{1i},J_{2j}]=\tfrac14\,i\epsilon_{ijk}\big(L_k+K_k-K_k-L_k\big)=0 .$$

Both squares equal $\tfrac14(L^2+K^2)$, because $\mathbf L\cdot\mathbf K=\mathbf K\cdot\mathbf L=0$:

$$J_1^2=J_2^2=\frac{n^2-1}{4}=j(j+1),\qquad j=\frac{n-1}{2}.$$

A finite-dimensional space carrying two commuting Hermitian angular momenta is a direct sum of products of multiplets $(j_1,j_2)$. Here every such product has $j_1=j_2=j$ and dimension $(2j+1)^2=n^2$. The shell has exactly $n^2$ states, so it is a single product of two multiplets of spin $j$. For even $n$ both are half-integer, and their sum $\mathbf L$ is integer.

The first-order shifts are now known to be the eigenvalues of $PVP$, the position operator on the shell is proportional to $\mathbf A$, and the shell is a single product of two commuting angular momenta $\mathbf J_1$ and $\mathbf J_2$ of spin $j=(n-1)/2$. What remains is to express $PVP$ through them, read off the levels and the mean values of $\mathbf L$ and $\mathbf r$, and evaluate the result for $n=3$ with an assessment of what has been neglected, followed by the variations with crossed and parallel fields.
